# Multimode Lyddane-Sachs-Teller Product along a Principal Axis of Orthorhombic Hafnia, part 2

The static permittivity of polar orthorhombic hafnia along its polar axis \(c\) is fixed by all polar modes of that axis. In the model below \(\varepsilon(0)=19.65\), but the one-mode relation gives 5.85 from \(T_3\) and \(L_3\), and 37.40 from \(T_3\) and \(L_8\).

Equations are in SI, with time dependence \(e^{-i\omega t}\). \(E\) and \(D\) are small changes of field and displacement field; longitudinal waves have \(D=0\).

**Theorem.** For undamped modes of one principal axis at fixed strain, with transverse frequencies \(T_j\), strengths \(S_j>0\), longitudinal frequencies \(L_j\) and electronic permittivity \(\varepsilon_\infty>0\),

\[
\varepsilon(\omega)=\varepsilon_\infty+\sum_{j=1}^{N}\frac{S_jT_j^2}{T_j^2-\omega^2}
=\varepsilon_\infty\prod_{j=1}^{N}\frac{L_j^2-\omega^2}{T_j^2-\omega^2},
\]

\[
\frac{\varepsilon(0)}{\varepsilon_\infty}=\prod_{j=1}^{N}\left(\frac{L_j}{T_j}\right)^2 ,
\]

with \(T_1<L_1<T_2<L_2<\dots<T_N<L_N\) (interlacing) and \(N\le8\).

For a cell of volume \(V\), \(M\) is the diagonal mass matrix and \(Z\) the column of effective charges, for one representative of each set of four equivalent atoms (one hafnium set, two oxygen). The normal modes \(v_j\) at \(E=0\) obey \(v_i^{\mathsf T}Mv_j=\delta_{ij}\), the translation has \(Z\cdot v_0=0\), and

\[
g_j=\frac{4(Z\cdot v_j)^2}{\varepsilon_0V}\equiv S_jT_j^2 .
\]

The model uses round numbers, with \(\varepsilon_\infty=5.00\) and a film of thickness \(d=10\) nm with \(c\) along its normal:

| \(j\) | \(T_j\) (cm⁻¹) | \(S_j\) | \(L_j\) (cm⁻¹) | \((L_j/T_j)^2\) |
|---|---|---|---|---|
| 1 | 110 | 0.20 | 110.49 | 1.0089 |
| 2 | 190 | 1.50 | 194.54 | 1.0483 |
| 3 | 250 | 6.00 | 270.35 | 1.1694 |
| 4 | 290 | 3.00 | 316.50 | 1.1911 |
| 5 | 340 | 2.50 | 398.68 | 1.3750 |
| 6 | 420 | 0.80 | 496.51 | 1.3975 |
| 7 | 550 | 0.50 | 606.63 | 1.2165 |
| 8 | 640 | 0.15 | 683.71 | 1.1413 |

### Why single pairs fail

The first estimate of the opening keeps one factor: \(5.00\times1.1694=5.85\). Since every factor \((L_j/T_j)^2\) exceeds 1, an estimate from one adjacent pair is a lower bound to \(\varepsilon(0)\).

The second estimate combines \(T_3\) with \(L_8\). The full product can be regrouped around this pair:

\[
\frac{\varepsilon(0)}{\varepsilon_\infty}=\left(\frac{L_8}{T_3}\right)^2
\left(\frac{L_1}{T_1}\frac{L_2}{T_2}\right)^2
\left(\frac{L_3}{T_4}\frac{L_4}{T_5}\frac{L_5}{T_6}\frac{L_6}{T_7}\frac{L_7}{T_8}\right)^2 .
\]

The middle factor is 1.058. In the last bracket each longitudinal frequency is divided by the next higher transverse one, so each ratio is below 1 by interlacing; the squared bracket is about 0.50. Together they reduce 37.40 to 19.65. The wide pair is not a bound in general, because the middle factor acts in the other direction.

The table has another feature that needs explanation. The strongest mode, \(j=3\), has a smaller ratio than mode 6, whose strength is 7.5 times smaller. Write \(\varepsilon(L_j)=0\) with term \(j\) taken to the other side:

\[
\frac{S_jT_j^2}{L_j^2-T_j^2}=b_j,\qquad
b_j=\varepsilon_\infty+\sum_{k\ne j}\frac{g_k}{T_k^2-L_j^2}.
\]

Division of numerator and denominator by \(T_j^2\) gives

\[
\left(\frac{L_j}{T_j}\right)^2=1+\frac{S_j}{b_j}.
\]

Here \(b_j\) is the permittivity of everything except mode \(j\), taken at \(L_j\). Modes that lie higher respond in phase with the field and raise \(b_j\); modes that lie lower respond in opposite phase and reduce it. From the table, \(b_3=6.00/0.1694\approx35\), while \(b_6=0.80/0.3975\approx2.0\). The field of mode 3 is strongly screened, and that of mode 6 is screened less than by the electrons alone. A splitting therefore does not measure the strength of its mode unless the background is known.

### Corollary 1: strengths from frequencies

Multiply both forms of \(\varepsilon\) by \(T_j^2-\omega^2\) and let \(\omega\to T_j\). In the sum, only term \(j\) survives. In the product, the factor \(T_j^2-\omega^2\) in the denominator cancels. The result is

\[
S_jT_j^2=\varepsilon_\infty\,
\frac{\prod_k(L_k^2-T_j^2)}{\prod_{k\ne j}(T_k^2-T_j^2)} .
\]

The sign is positive: for \(k<j\) there are \(j-1\) negative factors in both numerator and denominator, and all others are positive. Applied to the frequencies of the table before rounding, this formula returned the eight input strengths. For a given \(\varepsilon_\infty\), a full set of \(T_j\) and \(L_j\) thus contains the same information as a full set of \(T_j\) and \(S_j\).

### Corollary 2: the sum of splittings

At large \(\omega\) the sum form is \(\varepsilon_\infty-\sum_jg_j/\omega^2\) to order \(1/\omega^2\). In the product form each factor is

\[
\frac{1-L_j^2/\omega^2}{1-T_j^2/\omega^2}
=1-\frac{L_j^2-T_j^2}{\omega^2}+O(\omega^{-4}).
\]

Equating the coefficients of \(1/\omega^2\) gives

\[
\varepsilon_\infty\sum_j(L_j^2-T_j^2)=\sum_jg_j .
\]

In the example, \(5.00\times265\,336=1\,326\,680\) cm⁻², which is the sum of \(S_jT_j^2\).

The right side does not depend on the springs. The normalized modes satisfy \(\sum_jv_jv_j^{\mathsf T}=M^{-1}\), where the translation is included but contributes no dipole. With the effective charges \(Z\) of the first half,

\[
\sum_jg_j=\frac4{\varepsilon_0V}\,Z^{\mathsf T}M^{-1}Z .
\]

This allows a check on the size of the chosen strengths. Take rough effective charges of 5.0\(e\) on hafnium and \(-2.5e\) on each oxygen, acting along the axis of displacement, and the model cell volume of 0.132 nm³. Then

\[
\sum_jg_j=\frac{4e^2}{\varepsilon_0V}\left(\frac{5.0^2}{m_{\rm Hf}}+\frac{2\times2.5^2}{m_{\rm O}}\right),
\]

whose square root is 1172 cm⁻¹. The model has 1152 cm⁻¹, which is 2 % lower. The total strength is therefore reasonable for these charges; its division among the modes remains a choice.

### Corollary 3: errors of reading

Take the logarithm of the static product and differentiate it at fixed \(\varepsilon_\infty\):

\[
\frac{\delta\varepsilon(0)}{\varepsilon(0)}
=2\sum_j\left(\frac{\delta L_j}{L_j}-\frac{\delta T_j}{T_j}\right).
\]

If all readings have independent errors with standard deviation \(\delta\), their variances add:

\[
\frac{\sigma_\varepsilon}{\varepsilon(0)}
=2\delta\sqrt{\sum_j\left(\frac1{T_j^2}+\frac1{L_j^2}\right)} .
\]

For \(\delta=1\) cm⁻¹ this is 3.5 %, and random sampling of the product gave the same value. The lowest pair supplies more than half of the variance, because \(1/110^2+1/110.49^2\approx1.65\times10^{-4}\) out of a total of \(3.06\times10^{-4}\). Yet leaving that pair out, with all other frequencies held fixed, lowers \(\varepsilon(0)\) by only 0.88 %. The random error then falls to \(2\sqrt{1.41\times10^{-4}}\approx2.4\,\%\). With independent errors of this size, the difference of two readings has a standard deviation of \(\sqrt2\approx1.4\) cm⁻¹, so they cannot resolve a splitting of 0.49 cm⁻¹. An error common to \(T_1\) and \(L_1\) does far less harm, since \(1/L_1-1/T_1\) is small.

### Damping

Let each mode have a Lorentz width \(\gamma_j\), so that its denominator is \(T_j^2-\omega^2-i\gamma_j\omega\). With \(s=-i\omega\) we have \(\omega^2=-s^2\) and \(-i\gamma_j\omega=\gamma_js\). The denominators become the real polynomials \(d_j(s)=s^2+\gamma_js+T_j^2\), and the zeros of \(\varepsilon\) are the roots of

\[
\varepsilon_\infty\prod_jd_j(s)+\sum_jg_j\prod_{k\ne j}d_k(s).
\]

This polynomial has even degree \(2N\) and leading coefficient \(\varepsilon_\infty\), so its value at \(s=0\) is \(\varepsilon_\infty\) times the product of its roots. Since \(d_j(0)=T_j^2\), that value is also

\[
\varepsilon_\infty\prod_jT_j^2+\sum_jg_j\prod_{k\ne j}T_k^2=\varepsilon(0)\prod_jT_j^2 .
\]

If the roots form complex-conjugate pairs \(s_j,s_j^*\), each pair contributes \(|s_j|^2\), and

\[
\frac{\varepsilon(0)}{\varepsilon_\infty}=\prod_j\frac{|s_j|^2}{T_j^2}.
\]

The product survives this kind of damping if the moduli of the complex zeros are used. With \(\gamma_j=0.05\,T_j\) the moduli give 19.65 again. Using the real parts of the complex frequencies of poles and zeros instead changes \(\varepsilon(0)\) by 0.06 %.

This error grows quickly with the width; it is about 6 % for \(\gamma_j=0.5\,T_j\). At \(\gamma_j=0.05\,T_j\) the visible spectrum changes more than the product. The undamped \(\varepsilon\) crosses zero upward eight times, but the real part of the damped one does so six times. Near a narrow resonance, put \(\Delta=T_j^2-\omega^2\) and \(\gamma_j\omega\approx\gamma_jT_j\). The real part of the term is \(S_jT_j^2\Delta/(\Delta^2+\gamma_j^2T_j^2)\). Its minimum, at \(\Delta=-\gamma_jT_j\), is

\[
-\frac{S_jT_j}{2\gamma_j}=-10\,S_j .
\]

For mode 1 this is \(-2\), against a background of about 23 from the electrons and the higher modes at that frequency. For mode 2 it is \(-15\). There the electrons and mode 3 alone supply about \(5+15=20\), mode 1 takes away 0.1, and the remaining modes add more. Neither dip reaches zero, which accounts for the two missing crossings. The loss function \(\mathrm{Im}(-1/\varepsilon)\) still has eight peaks at this damping.

### A tilted wave vector

In a grain whose \(c\) axis is tilted by \(\theta\) in the \(ac\) plane, the longitudinal field along the film normal has components on both axes. The condition that \(D\) vanish along the normal is

\[
\cos^2\theta\,\varepsilon_c(\omega)+\sin^2\theta\,\varepsilon_a(\omega)=0 .
\]

The left side is again a positive constant plus a sum of poles with positive numerators. The theorem applies to it, now with 16 modes:

\[
\prod_{j=1}^{16}\left(\frac{L_j}{T_j}\right)^2=
\frac{\cos^2\theta\,\varepsilon_c(0)+\sin^2\theta\,\varepsilon_a(0)}
{\cos^2\theta\,\varepsilon_{c,\infty}+\sin^2\theta\,\varepsilon_{a,\infty}} .
\]

For the \(a\) axis take \(\varepsilon_\infty=5.20\), transverse frequencies 140, 200, 260, 330, 370, 410, 510 and 660 cm⁻¹, and strengths 0.40, 1.50, 8.00, 3.00, 1.00, 0.60, 0.40 and 0.15, again as round model values. Then \(\varepsilon_a(0)=20.25\). At \(\theta=20^\circ\) the ratio is \(19.72/5.023=3.926\), close to 3.930 because the two model axes are similar. The highest longitudinal frequency moves from 683.7 to 684.9 cm⁻¹. The small change of the total does not permit tilted longitudinal frequencies to be combined with the eight transverse ones of \(c\) alone: the set of modes has changed. As \(\theta\to0\) the \(a\)-axis strengths in the condition vanish, their poles and zeros cancel, and eight factors remain.

### Strain, temperature, bias and thickness

The theorem gives the permittivity at fixed strain. In a film that is held in its plane but free to change thickness, the stress along the normal vanishes: \(C\eta-eE=0\), with \(\eta\) the strain, \(C\) the stiffness at fixed field and \(e\) the piezoelectric constant. Since \(D=\varepsilon_0\varepsilon(0)E+e\eta\), the permittivity rises by

\[
\Delta\varepsilon=\frac{e^2}{\varepsilon_0C}.
\]

With rough values of 1.5 C/m² in magnitude and 400 GPa this is 0.64, or 3 % of 19.65. The lowest thickness resonance of a free 10 nm film, \(\sqrt{C/\rho}/(2d)\) with \(\rho\) the density, is 0.31 THz when piezoelectric stiffening is ignored. Well below it the strain can follow the field. Between it and the phonons the clamped permittivity \(\varepsilon(\omega)\) applies only away from this resonance and its weaker odd overtones: for a free undamped plate the response is still 3 % below the clamped value at 0.4 THz and about 1 % below it at 0.5 THz. The clamped value stays close to \(\varepsilon(0)\) only well below the phonons: in the model it is already 5.5 % higher at 2 THz. Electrodes and the substrate alter the resonance.

For heating from 25 to 85 °C, assume that every \(T_j\) falls by a rough 0.03 cm⁻¹ per kelvin, with all \(g_j\) and \(\varepsilon_\infty\) held fixed. The permittivity then rises to 19.85, by 1 %. The product relation holds at the new frequencies.

A bias moves the equilibrium about which the vibrations are harmonic. In a quartic Landau model \(E=\alpha P+\beta P^3\), the spontaneous polarization obeys \(\alpha=-\beta P_s^2\). The slope there is \(\alpha+3\beta P_s^2=2\beta P_s^2\), which must equal \(1/\chi\) with \(\chi=\varepsilon_0[\varepsilon(0)-1]\). Hence \(\beta=1/(2\chi P_s^2)\) and \(\alpha=-1/(2\chi)\), and at polarization \(P\)

\[
\varepsilon=1+\frac{2[\varepsilon(0)-1]}{3(P/P_s)^2-1}.
\]

For a rough \(P_s=50\) µC/cm² and 1 MV/cm parallel to it, \(P=51.6\) µC/cm² and \(\varepsilon=18.0\), which is 8 % below the unbiased value. With the field antiparallel, the same model gives a rise of 11 %. Its coercive field is 5.8 MV/cm, well above the 1 to 2 MV/cm usual in hafnia films, so it describes a single domain that does not switch. The figures depend on the assumed energy well. With the same \(P_s\) and \(\varepsilon(0)\), the fall is 5 % if only the lattice part of the polarization follows the quartic model and the electronic part stays linear, and 13 % if \(\beta P^3\) is replaced by a term in \(P^5\). Under bias the theorem holds with the frequencies of the biased crystal; unbiased spectra do not give the biased capacitance.

Finally, the lowest standing wave in the film has \(q=\pi/d\). For a rough cell length of 0.5 nm this is 0.05 of the zone-boundary value. In a cosine band the frequency shift is \(\sin^2(0.05\,\pi/2)=0.6\,\%\) of the bandwidth, so the long-wavelength assumption is fair for such a band at this thickness.

### Relation to real capacitors

The model value of about 20 is of the right size for hafnia. Ferroelectric hafnia films often show a larger small-signal permittivity, roughly 30. Such films are usually polycrystalline, may contain other phases, and have interfaces with their electrodes; the polarization of 50 µC/cm² belongs to a single domain along \(c\) and is high for a film average. Of the three changes of the static permittivity sized here, bias gives the largest, for a field parallel to the polarization a fall of 8 % at 1 MV/cm in the quartic model, followed by two rises, free thickness strain with 3 % and heating by 60 K with 1 %. Domain-wall motion, other phases and interface layers were not sized, so the difference between 20 and 30 cannot be assigned to any of them from this calculation. For a capacitor, the phonon product is a lattice contribution at a stated strain and bias. It can be compared with an electrical measurement once the other contributions have been determined separately. The numerical output lists the main values used above.

## Calculated quantities

```
Polar optical modes on axes a, b, c: [8, 8, 8]
Spring-model worst relative error of product: 1.4e-14
Input eps_inf along c: 5.00
Mode  T (cm^-1)  S      L (cm^-1)  (L/T)^2  running product
1     110.0      0.20   110.49     1.0089   1.0089
2     190.0      1.50   194.54     1.0483   1.0576
3     250.0      6.00   270.35     1.1694   1.2368
4     290.0      3.00   316.50     1.1911   1.4731
5     340.0      2.50   398.68     1.3750   2.0255
6     420.0      0.80   496.51     1.3975   2.8307
7     550.0      0.50   606.63     1.2165   3.4436
8     640.0      0.15   683.71     1.1413   3.9300
Static permittivity from strengths: 19.6500
Static permittivity from product: 19.6500
Sum of S T^2: 1326680 cm^-2
Sum of L^2 - T^2: 265336 cm^-2
Root of summed strength, example: 1151.8 cm^-1
Rough charges Hf, O: 5.0, -2.5 e
Rough cell volume: 0.132 nm^3
Root of summed strength, charges: 1172.1 cm^-1
eps(0) from strongest T and next L only: 5.85
eps(0) from strongest T and top L only: 37.40
Change of eps(0) if pair 1 is omitted: -0.88 %
Reading error per frequency: 1.0 cm^-1
Resulting error of ratio, formula: 3.50 %
Resulting error of ratio, sampled: 3.50 %
Film thickness: 10.0 nm
Capacitance density: 17.40 fF/um^2
Damping width / T: 0.05
Damped eps(0) from moduli of zeros: 19.6500
Error using real parts of poles and zeros: 0.058 %
Damped upward zero crossings of Re eps: 6
Damped peaks of Im(-1/eps): 8
Model axis a: eps_inf 5.20, eps(0) 20.25
Model axis a, T (cm^-1): 140 200 260 330 370 410 510 660
Model axis a, S: 0.40 1.50 8.00 3.00 1.00 0.60 0.40 0.15
Tilt: 20 deg; modes in product: 16
Tilted eps_inf, eps(0): 5.0234, 19.7202
Tilted product of (L/T)^2: 3.9257
Top L, tilted: 684.94 cm^-1
Rough e33: 1.50 C/m^2; C33: 400 GPa
Added eps(0) from free thickness strain: 0.635
Free-film thickness resonance: 0.307 THz
Heating: 60 K; rough T slope: -0.030 cm^-1/K
Static permittivity after heating: 19.848
Bias: 1.0 MV/cm; rough P_s: 50 uC/cm^2
Biased polarization: 51.58 uC/cm^2
Biased static permittivity, Landau: 18.016
Rough cell length: 0.50 nm
Film wave vector / zone boundary: 0.050
Cosine-band shift / bandwidth: 0.62 %
```
